# Fermi velocity of the electron gas with erfc-screened exchange

## The problem

A uniform, spin-unpolarized electron gas in three dimensions fills all plane waves with \(p<k_F\), two spins per wavevector. A uniform positive background cancels the classical electrostatic energy. Exchange is treated with the short-range interaction

\[
v(r)=\frac{\operatorname{erfc}(\omega r)}{r},\qquad \omega>0,
\]

and correlation is left out. The band energy is \(\varepsilon(k)=k^2/2+\Sigma(k)\), where \(\Sigma\) is the exchange self-energy. Hartree atomic units are used, so the Fermi velocity is \(v_F=d\varepsilon/dk\) at \(k_F\). The function

\[
\operatorname{Ein}(x)=\int_0^x\frac{1-e^{-t}}{t}\,dt=\gamma+\ln x+E_1(x)
\]

may be used, with \(\gamma\approx0.5772\) Euler's constant and \(E_1(x)=\int_x^\infty e^{-t}dt/t<e^{-x}/x\).

## Part (a)

**Question.** Find the Fourier transform \(v(q)\) and its value at \(q\to0\).

**Answer.** The angular integral of \(e^{-i\mathbf q\cdot\mathbf r}\) is \(4\pi\sin(qr)/(qr)\), so

\[
v(q)=\frac{4\pi}{q}\int_0^\infty \operatorname{erfc}(\omega r)\sin(qr)\,dr .
\]

Integrate by parts, using \(\frac{d}{dr}\operatorname{erfc}(\omega r)=-\frac{2\omega}{\sqrt\pi}e^{-\omega^2r^2}\). The boundary term at \(r=0\) gives \(1/q\), and the one at infinity vanishes:

\[
v(q)=\frac{4\pi}{q}\left[\frac1q-\frac1q\,\frac{2\omega}{\sqrt\pi}\int_0^\infty e^{-\omega^2r^2}\cos(qr)\,dr\right].
\]

The Gaussian integral equals \(\frac{\sqrt\pi}{2\omega}e^{-q^2/4\omega^2}\). Hence

\[
v(q)=\frac{4\pi}{q^2}\left(1-e^{-q^2/4\omega^2}\right),\qquad v(0)=\frac{\pi}{\omega^2}.
\]

The Coulomb singularity at small \(q\) is gone. For \(q\gg2\omega\) the interaction is the bare one.

## Part (b)

**Question.** Compute \(\Sigma(k)\) in closed form. Give its values at \(k=0\) and \(k=k_F\), and its limit for \(\omega\to0\).

**Answer.** Exchange acts between electrons of equal spin, so one Fermi sphere enters:

\[
\Sigma(k)=-\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,v(|\mathbf k-\mathbf p|)
=-\frac1{4\pi^2}\int_0^{k_F}p^2dp\int_{-1}^1 dc\;v(q),
\]

with \(q^2=k^2+p^2-2kpc\). At fixed \(p\), \(|dc|=q\,dq/(kp)\). Put \(t=q^2/4\omega^2\), so that \(dq/q=dt/(2t)\):

\[
\int_{-1}^1dc\,v=\frac{4\pi}{kp}\int_{|k-p|}^{k+p}\frac{dq}{q}\left(1-e^{-q^2/4\omega^2}\right)
=\frac{2\pi}{kp}\left[\operatorname{Ein}\frac{(k+p)^2}{4\omega^2}-\operatorname{Ein}\frac{(k-p)^2}{4\omega^2}\right].
\]

In the second term replace \(p\) by \(-p\). The two terms then join into one integral over \(-k_F<p<k_F\):

\[
\Sigma(k)=-\frac1{2\pi k}\int_{-k_F}^{k_F}p\,\operatorname{Ein}\frac{(k+p)^2}{4\omega^2}\,dp .
\]

Let \(s=(k+p)/2\omega\), so \(p=2\omega s-k\) and \(dp=2\omega\,ds\), with limits

\[
a=\frac{k-k_F}{2\omega},\qquad b=\frac{k+k_F}{2\omega}.
\]

Since \(\frac{d}{ds}\operatorname{Ein}(s^2)=2(1-e^{-s^2})/s\), integration by parts gives

\[
\int\operatorname{Ein}(s^2)ds=s\operatorname{Ein}(s^2)-2s+\sqrt\pi\operatorname{erf}s,
\]
\[
\int s\operatorname{Ein}(s^2)ds=\tfrac12\left[s^2\operatorname{Ein}(s^2)-s^2-e^{-s^2}\right].
\]

Therefore

\[
\Sigma=-\frac{\omega}{\pi k}\Big[(\omega s^2-ks)\operatorname{Ein}(s^2)-\omega s^2+2ks-\omega e^{-s^2}-k\sqrt\pi\operatorname{erf}s\Big]_a^b .
\]

The factor \(\omega s^2-ks=s(\omega s-k)\) equals \((k_F^2-k^2)/4\omega\) at both limits. Also \(b-a=k_F/\omega\) and \(b^2-a^2=kk_F/\omega^2\), so the polynomial terms give \(-kk_F/\omega+2kk_F/\omega=kk_F/\omega\). The result is

\[
\Sigma(k)=-\frac1\pi\Big\{k_F+\frac{k_F^2-k^2}{4k}\left[\operatorname{Ein}(b^2)-\operatorname{Ein}(a^2)\right]
-\sqrt\pi\,\omega\left[\operatorname{erf}b-\operatorname{erf}a\right]-\frac{\omega^2}{k}\left[e^{-b^2}-e^{-a^2}\right]\Big\}.
\]

At \(k=k_F\), \(a=0\) and \(b=k_F/\omega\):

\[
\Sigma(k_F)=-\frac1\pi\left\{k_F-\sqrt\pi\,\omega\operatorname{erf}\frac{k_F}{\omega}+\frac{\omega^2}{k_F}\left(1-e^{-k_F^2/\omega^2}\right)\right\}.
\]

At \(k=0\) the original integral is simpler, because \(q=p\):

\[
\Sigma(0)=-\frac2\pi\int_0^{k_F}\left(1-e^{-p^2/4\omega^2}\right)dp=-\frac2\pi\left[k_F-\sqrt\pi\,\omega\operatorname{erf}\frac{k_F}{2\omega}\right].
\]

For \(\omega\to0\) at \(k\ne k_F\), \(\operatorname{Ein}(b^2)-\operatorname{Ein}(a^2)\to\ln(b^2/a^2)\), and the terms with explicit factors of \(\omega\) vanish:

\[
\Sigma_0(k)=-\frac1\pi\left\{k_F+\frac{k_F^2-k^2}{2k}\ln\left|\frac{k+k_F}{k-k_F}\right|\right\}.
\]

This is continuous at \(k_F\), with \(\Sigma_0(0)=-2k_F/\pi\) and \(\Sigma_0(k_F)=-k_F/\pi\). The trouble with bare exchange lies in the slope.

## Part (c)

**Question.** Write \(d\Sigma/dk\) as an integral over the Fermi surface. Find how it behaves near \(k_F\) for bare exchange.

**Answer.** Because \(\nabla_{\mathbf k}v(|\mathbf k-\mathbf p|)=-\nabla_{\mathbf p}v(|\mathbf k-\mathbf p|)\), the minus sign in \(\Sigma\) cancels, and the volume integral of a gradient becomes a surface integral. Its component along \(\mathbf k\) is

\[
\frac{d\Sigma}{dk}=\frac{k_F^2}{4\pi^2}\int_{-1}^1dc\;c\,v(q),\qquad q^2=k^2+k_F^2-2kk_Fc .
\]

Since \(v(q)\) decreases with \(q\), each \(c>0\) outweighs \(-c\). The slope is thus positive for \(k>0\), \(\varepsilon(k)\) rises with \(k\), and the filled sphere is self-consistent. Now insert \(c=(k^2+k_F^2-q^2)/(2kk_F)\) and \(|dc|=q\,dq/(kk_F)\):

\[
\frac{d\Sigma}{dk}=\frac1{2\pi k^2}\int_{|k-k_F|}^{k+k_F}\frac{dq}{q}\,(k^2+k_F^2-q^2)\left(1-e^{-q^2/4\omega^2}\right).
\]

For bare exchange the last factor is 1. Using \((k+k_F)^2-(k-k_F)^2=4kk_F\),

\[
\frac{d\Sigma_0}{dk}=\frac1{2\pi k^2}\left[(k^2+k_F^2)\ln\left|\frac{k+k_F}{k-k_F}\right|-2kk_F\right]
\;\xrightarrow{k\to k_F}\;\frac1\pi\left[\ln\frac{2k_F}{|k-k_F|}-1\right].
\]

The slope diverges logarithmically. Momentum transfers along the Fermi surface reach down to \(q=0\), where the integrand behaves as \(1/q\).

## Part (d)

**Question.** Find \(v_F\) for \(\omega>0\). Obtain the limits \(\omega\ll k_F\) and \(\omega\gg k_F\), and decide how the slope changes with \(\omega\).

**Answer.** Set \(k=k_F\) and \(T=k_F^2/\omega^2\). With \(t=q^2/4\omega^2\), the upper limit \(q=2k_F\) becomes \(t=T\), and \(q^2/2k_F^2=2t/T\). Then

\[
\frac{d\Sigma}{dk}\Big|_{k_F}=\frac1\pi\int_0^{2k_F}\frac{dq}{q}\left(1-\frac{q^2}{2k_F^2}\right)\left(1-e^{-q^2/4\omega^2}\right)
=\frac1{2\pi}\int_0^Tdt\,(1-e^{-t})\left(\frac1t-\frac2T\right).
\]

The second term contributes \(-\frac2T(T-1+e^{-T})\), so

\[
v_F=k_F+\frac{G(T)}{2\pi},\qquad G(T)=\operatorname{Ein}(T)-2+\frac{2(1-e^{-T})}{T}.
\]

**Weak screening, \(\omega\ll k_F\).** Here \(\operatorname{Ein}(T)=2\ln(k_F/\omega)+\gamma\) up to \(E_1(T)\), which is exponentially small, and

\[
v_F=k_F+\frac1\pi\left[\ln\frac{k_F}{\omega}+\frac\gamma2-1\right]+\frac{\omega^2}{\pi k_F^2}+O\!\left(e^{-T}/T\right).
\]

The divergence is cut off: the leading term is \(\ln(k_F/\omega)\) with prefactor \(1/\pi\). The accompanying constant, \(\gamma/2-1\approx-0.711\), matters unless the logarithm is large.

**Strong screening, \(\omega\gg k_F\).** With \(\operatorname{Ein}(T)=T-T^2/4+\dots\) and \(2(1-e^{-T})/T=2-T+T^2/3-\dots\), the orders below \(T^2\) cancel. This leaves \(G\approx T^2/12\), and the slope tends to \(k_F^4/(24\pi\omega^4)\). For \(q\ll2\omega\) the interaction is nearly constant, so exchange shifts all levels with \(k\ll\omega\), including the occupied ones, by almost the same amount.

**Between the limits.** Differentiation gives

\[
G'(T)=\frac{T(1+e^{-T})-2(1-e^{-T})}{T^2}.
\]

The numerator vanishes at \(T=0\), and its derivative \(1-(1+T)e^{-T}\) is positive for \(T>0\). Hence \(G\) grows with \(T\): at fixed \(k_F\) the exchange slope falls steadily as \(\omega\) rises.

## Part (e)

**Question.** How close to \(k_F\) must one look to see the cutoff? Take \(\omega\) and \(\delta=k-k_F\) small compared with \(k_F\).

**Answer.** The substitution \(t=q^2/4\omega^2\) in the slope at general \(k\) gives

\[
\frac{d\Sigma}{dk}=\frac1{4\pi k^2}\left\{(k^2+k_F^2)[\operatorname{Ein}(b^2)-\operatorname{Ein}(a^2)]-4\omega^2[b^2-a^2+e^{-b^2}-e^{-a^2}]\right\}.
\]

To leading order, \(k^2\to k_F^2\), \(\operatorname{Ein}(b^2)\to2\ln(k_F/\omega)+\gamma\) and \(4\omega^2(b^2-a^2)=4kk_F\to4k_F^2\), while the exponentials contribute at most of order \(\omega^2\). Thus

\[
\frac{d\Sigma}{dk}\approx\frac1\pi\left[\ln\frac{k_F}{\omega}+\frac\gamma2-1-\frac12\operatorname{Ein}\frac{\delta^2}{4\omega^2}\right].
\]

For \(|\delta|\ll\omega\) the last term vanishes and the slope levels off at a finite value. It is flat only at this order: expanding the exact slope about \(k_F\) gives a further term \(-\frac{\delta}{\pi k_F}\left[\ln\frac{k_F}{\omega}+\frac\gamma2-\frac32\right]\), which dominates the variation closest to \(k_F\) and moves the maximum of the slope slightly inside the Fermi sphere. For \(|\delta|\gg\omega\), \(\frac12\operatorname{Ein}\to\frac\gamma2+\ln(|\delta|/2\omega)\), which restores the bare law of part (c). The two limiting forms meet at \(|\delta|=2\omega e^{-\gamma/2}\approx1.5\,\omega\). This is a leading-order estimate; for \(k_F/\omega\approx10\) the bare slope reaches the screened value at \(k_F\) near \(1.3\,\omega\) outside and \(1.9\,\omega\) inside the sphere.

## Part (f)

**Question.** Explain the logarithm in real space, and say what it means for low-scaling exchange.

**Answer.** The density matrix of one spin is, with \(x=k_Fr\),

\[
n(r)=\frac1{2\pi^2r}\int_0^{k_F}p\sin(pr)\,dp=\frac{\sin x-x\cos x}{2\pi^2r^3}=\frac{k_F^3}{2\pi^2}\frac{j_1(x)}{x},
\]

and \(\Sigma(k)=-4\pi\int_0^\infty r^2n(r)v(r)j_0(kr)\,dr\). First cut the Coulomb interaction off sharply at \(r=R\). Since \(\frac{d}{dk}j_0(kr)=-r\,j_1(kr)\), the slope at \(k_F\) is

\[
S(R)=4\pi\int_0^Rr^2n(r)j_1(k_Fr)\,dr=\frac2\pi\int_0^{k_FR}x\,j_1(x)^2dx .
\]

At large \(x\), \(x\,j_1^2\approx\cos^2x/x\), whose average is \(1/(2x)\). Hence \(S(R)\to\frac1\pi(\ln R+C)\): once \(k_FR\gg1\), every doubling of the range adds about \(\frac{\ln2}\pi\). The divergence comes from the slowly decaying tail of the metallic density matrix, \(n\propto\cos(k_Fr)/r^2\), which oscillates in step with \(j_1(k_Fr)\). At \(k\ne k_F\) the tail and \(j_1(kr)\) drift out of step, and the slope stays finite.

The screened interaction is a weighted average of such cutoffs, because

\[
\operatorname{erfc}(\omega r)=\int_r^\infty w(R)\,dR,\qquad w(R)=\frac{2\omega}{\sqrt\pi}e^{-\omega^2R^2},
\]

and the screened slope is \(\int_0^\infty w(R)S(R)\,dR\). With \(u=\omega R\), differentiating \(\int_0^\infty u^{s}e^{-u^2}du=\tfrac12\Gamma\!\left(\tfrac{s+1}{2}\right)\) at \(s=0\) gives \(\frac{2}{\sqrt\pi}\int_0^\infty e^{-u^2}\ln u\,du=\tfrac12\,\Gamma'(\tfrac12)/\Gamma(\tfrac12)=-\gamma/2-\ln2\). The average of \(\ln R\) with this weight is therefore \(-\ln\omega-\gamma/2-\ln2\). Matching to part (d) at small \(\omega\) fixes \(C=\ln(2k_F)+\gamma-1\), so

\[
S(R)\to\frac1\pi\left[\ln(2k_FR)+\gamma-1\right].
\]

In this asymptotic law, erfc screening equals a sharp cutoff at \(R=e^{-\gamma/2}/(2\omega)\). The sharp cutoff also carries an oscillating correction \(\sin(2k_FR)/(2\pi k_FR)\), which the Gaussian average removes, so the equivalence needs \(k_FR\gg1\). For the values of part (g), \(k_FR=3.6\) and the sharp cutoff gives 0.528 against 0.497.

The product \(n(r)\operatorname{erfc}(\omega r)/r\) decays like a Gaussian even though \(n(r)\) does not. At fixed \(\omega\) and fixed accuracy, each region of a gas of given density therefore exchanges with a neighbourhood whose size does not grow with the system, so, once the density matrix is available within that range, the work of the exchange step can scale linearly. The cost of obtaining the density matrix of a metal is a separate question. If the radius of that neighbourhood is set by a fixed threshold on \(\operatorname{erfc}(\omega r)\), it scales as \(1/\omega\). Halving \(\omega\) then enlarges the volume eightfold, while for \(\omega\ll k_F\) it raises \(v_F\) by \(\frac{\ln 2}{\pi}\) at leading order.

## Part (g)

**Question.** For the model values \(r_s=2\) bohr and \(\omega=0.1\) bohr\(^{-1}\), evaluate the occupied bandwidth, \(v_F\), and the density of states at the Fermi level relative to free electrons. Assess the asymptotic formula.

**Answer.** The density gives \(k_F=(9\pi/4)^{1/3}/r_s=0.9596\) bohr\(^{-1}\), so \(k_F/\omega=9.596\) and \(T=92.08\).

*Bandwidth.* Part (b) gives \(\Sigma(0)=-0.4980\) and \(\Sigma(k_F)=-0.2523\) hartree. Hence

\[
\varepsilon(k_F)-\varepsilon(0)=0.4604-0.2523+0.4980=0.7061\ \text{hartree}=19.2\ \text{eV}.
\]

Bare exchange gives 0.7658 hartree. Screening lowers the bandwidth by about 8% of the bare-exchange value, a modest change compared with that from an infinite to a finite velocity.

*Velocity.* The asymptotic slope and its first correction are

\[
\frac{2.26133-0.71139}{\pi}+\frac{0.01086}{\pi}=0.49336+0.00346=0.49682 .
\]

A finite difference of \(\Sigma\) and the average over sharp cutoffs both give 0.4968 as well. Then \(v_F=0.9596+0.4968=1.456\) a.u., or \(3.19\times10^6\) m/s, which is 1.52 times the free value.

*Density of states.* Per volume it is \(k^2/(\pi^2\,d\varepsilon/dk)\), so the ratio to free electrons is \(k_F/v_F=0.659\). With bare exchange this ratio would be zero.

*Quality of the logarithm.* The term \(\frac1\pi\ln(k_F/\omega)\) alone gives 0.720, about 45% above the full slope. Including the constant brings the error below 1% of the full slope. At \(\omega=0.3\) bohr\(^{-1}\) the form with the constant gives 0.144 against 0.175, so there the \(\omega^2\) correction is needed.

*Approach to \(k_F\).* At \(k/k_F-1=0.3\), where \(\delta\approx2.9\,\omega\), the bare and screened slopes are close: 0.271 and 0.266. At \(10^{-2}\) they are 1.356 and 0.493, and at \(10^{-6}\) they are 4.300 and 0.497. The bare slope keeps growing while the screened one has saturated, as part (e) predicts. The small remaining change, from 0.497 to 0.493, comes mostly from the term linear in \(\delta\); inside the sphere the screened slope rises to 0.506 near \(\delta\approx-0.5\,\omega\) before falling. The full tables are in the numerical output.

These values belong to the exchange model with a prescribed \(\omega\). In a real metal the electrons themselves screen the interaction, an effect of the omitted correlation, so the numbers are not predictions for a material.

## Values computed for the example and the checks

```
rs = 2.0 bohr
omega = 0.1 1/bohr
kF = 0.959579 1/bohr
kF/omega = 9.59579
T = (kF/omega)^2 = 92.0792
Sigma(0) screened = -0.498049 hartree
Sigma(kF) screened = -0.252342 hartree
Sigma(0) bare = -0.610887 hartree
Sigma(kF) bare = -0.305444 hartree
bandwidth free = 0.460396 hartree
bandwidth screened exchange = 0.706103 hartree
bandwidth screened exchange = 19.214 eV
bandwidth bare exchange = 0.765840 hartree
ln(kF/omega) = 2.261325
gamma/2 - 1 = -0.711392
(omega/kF)^2 = 0.010860
slope at kF, formula = 0.496816 a.u.
slope at kF, finite difference = 0.496816 a.u.
slope at kF, average of sharp cutoffs = 0.496816 a.u.
v_F = 1.456395 a.u.
v_F = 3.1861e+06 m/s
v_F/kF = 1.51774
density of states / free value = 0.65887
equivalent sharp radius = 3.7465 bohr
omega (1/bohr) | slope | asymptotic | ln(kF/omega)/pi (a.u.)
 0.300 | 0.17477 | 0.14366 | 0.37010
 0.100 | 0.49682 | 0.49336 | 0.71980
 0.030 | 0.87691 | 0.87660 | 1.10304
 0.010 | 1.22633 | 1.22629 | 1.45274
 0.001 | 1.95923 | 1.95923 | 2.18567
k/kF - 1 | bare slope | screened slope, omega = 0.1 (a.u.)
3e-01 | 0.27115 | 0.26580
1e-01 | 0.59563 | 0.43669
1e-02 | 1.35631 | 0.49310
1e-03 | 2.09919 | 0.49647
1e-04 | 2.83380 | 0.49678
1e-06 | 4.29994 | 0.49682
```
